# Shift current of the Rice-Mele chain and its reversal with polarization

**Question**

I am trying to compute the shift current of a Rice-Mele chain under light polarized along the chain. The hopping is \(t+\delta\) inside a cell and \(t-\delta\) between cells, and the site energies are \(\pm\Delta\). I know that I should combine a transition strength with the shift vector
\[
R=A_{cc}-A_{vv}-\partial_k\arg r .
\]

I am stuck on three points. When I change the phases of my eigenvectors, \(A_{cc}-A_{vv}\) changes completely, so I don't trust \(R\). I also can't fix the prefactor and sign of the current. Finally, I expect the current to reverse with the polarization, but does that mean it flows along the polarization? As a concrete case I use \(t=1\) eV, \(\delta=0.2\) eV, \(\Delta=0.3\) eV, cell length \(a=0.4\) nm, photon energy 2.5 eV and field amplitude \(10^7\) V/m.

**Answer**

**Model and conventions**

I take independent electrons with charge \(-e\), two spins, a filled valence band and \(t>|\delta|>0\), \(\Delta\neq0\). Excitonic effects are left out. Site A (energy \(+\Delta\)) sits at 0 and site B (energy \(-\Delta\)) at \(a/2\). Bloch sums that carry the true site positions give
\[
H_{AB}=(t+\delta)e^{ika/2}+(t-\delta)e^{-ika/2}.
\]
With \(c=\cos(ka/2)\) and \(s=\sin(ka/2)\), this means
\[
H=\mathbf d\cdot\boldsymbol\sigma,\qquad \mathbf d=(2tc,\,-2\delta s,\,\Delta),
\]
with bands \(\pm E\), where \(E=|\mathbf d|\). Define \(A_{nn}=i\langle n|\partial_k n\rangle\) and \(r=i\langle c|\partial_k v\rangle\), where \(c,v\) inside brackets are the conduction and valence states.

**Gauge invariance**

Let \(|n\rangle\to e^{i\theta_n}|n\rangle\). Then \(A_{nn}\to A_{nn}-\theta_n'\). Since \(\langle c|v\rangle=0\), also \(r\to e^{i(\theta_v-\theta_c)}r\). Hence
\[
R\to R-\theta_c'+\theta_v'-(\theta_v'-\theta_c')=R ,
\]
and \(|r|^2\) is unchanged too. At your resonant \(k\), one gauge gives \(R/a=-0.065-0.105=-0.170\), and another gives \(3.241-3.411=-0.170\). The separate pieces have no meaning of their own.

Moving the sites inside the cell is not a gauge change. Placing B at 0 as well gives \(R=1.406\,a\), because the dipoles of a different geometry are being computed.

**Why \(R\) gives a current**

Apply a pulse \(\mathcal E(t)=-\dot A\) that starts and ends with \(A=0\). Each initially filled state \(|w\rangle\) obeys \(i\hbar|\dot w\rangle=H(k+eA/\hbar)|w\rangle\). Therefore
\[
\partial_t\, i\langle w|\partial_k w\rangle
=-\tfrac1\hbar\langle w|H|\partial_k w\rangle+\tfrac1\hbar\langle w|\partial_k(Hw)\rangle
=\tfrac1\hbar\langle w|\partial_kH|w\rangle ,
\]
which is the velocity. The charge transferred per spin is thus \(-e\int\frac{dk}{2\pi}\) times the change of \(i\langle w|\partial_kw\rangle\).

After the pulse, write \(|w\rangle=\alpha|v\rangle+C|c\rangle\). With \(\hbar\dot k=-e\mathcal E\) and \(\langle c|\partial_kv\rangle=-ir\), first-order perturbation theory gives
\[
\frac C\alpha=-\frac{ie}{\hbar}\,r\,\tilde{\mathcal E}(\omega_{cv})\,e^{-i\omega_{cv}T},\qquad
\tilde{\mathcal E}(\omega)=\int\mathcal E(t)e^{i\omega t}dt,\quad \hbar\omega_{cv}=2E .
\]
Inserting \(|w\rangle\) and using \(|\alpha|^2+|C|^2=1\),
\[
i\langle w|\partial_kw\rangle=A_{vv}-\partial_k\arg\alpha+|C|^2\Big[A_{cc}-A_{vv}-\partial_k\arg\frac C\alpha\Big]+2\,\mathrm{Re}(\alpha^*C\,r^*).
\]

The terms are treated as follows.

- \(A_{vv}\) was there before the pulse and drops out of the change.
- \(\arg\alpha\) is periodic in \(k\) and, for a weak pulse, has no winding, so its derivative integrates to zero.
- The last term oscillates as \(e^{-i\omega_{cv}T}\) and dephases in the \(k\) integral at late times, because the bands are dispersive.
- In \(\partial_k\arg(C/\alpha)\), the parts from \(\tilde{\mathcal E}\) and from \(\omega_{cv}T\) are proportional to \(\partial_k\omega_{cv}\), which is odd in \(k\). Time reversal, \(H(-k)=H(k)^*\), makes \(|C|^2\) even, so they cancel between \(\pm k\).

What remains at second order in the field is
\[
Q=-e\int\frac{dk}{2\pi}|C|^2R .
\]

For \(\mathcal E=E_0\cos\omega t\) acting for a long time \(T\), the resonant half of the cosine gives \(|\tilde{\mathcal E}|^2\to(E_0/2)^2\,2\pi\hbar T\,\delta(2E-\hbar\omega)\). The rate is then
\[
\frac{|C|^2}{T}=\frac{2\pi}{\hbar}\Big(\frac{eE_0}{2}\Big)^2|r|^2\,\delta(2E-\hbar\omega).
\]
Multiplying by \(-eR\) and by two spins, and defining \(\sigma\) through \(J=\sigma E_0^2/2\),
\[
\sigma=-\frac{2\pi e^3}{\hbar}\int\frac{dk}{2\pi}\,|r|^2R\,\delta(2E-\hbar\omega).
\]
This is the current of the excitation step. Using it under steady light assumes that relaxation and recombination are fast enough to keep the populations small. This is a real limit for your field: \(10^7\) V/m is about \(1.3\times10^7\) W/cm\(^2\) in vacuum, the Rabi energy \(eE_0|r|\) is 0.6 meV, and a coherently driven resonant state reaches a population of 0.1 in about 0.7 ps. The second-order result then needs pulses shorter than this, or scattering on a sub-picosecond scale. Any current carried by those processes is not included.

**The product \(|r|^2R\)**

Let \(\mathbf n=\mathbf d/E\) have polar angles \(\theta,\varphi\). Choose
\[
|c\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\,e^{i\varphi}\end{pmatrix},\qquad
|v\rangle=\begin{pmatrix}\sin\frac\theta2\\ -\cos\frac\theta2\,e^{i\varphi}\end{pmatrix}.
\]
Differentiation gives \(A_{cc}=-\varphi'\sin^2\frac\theta2\) and \(A_{vv}=-\varphi'\cos^2\frac\theta2\), so
\[
A_{cc}-A_{vv}=\varphi'\cos\theta,\qquad r=\tfrac12(p+iq),\qquad p=\varphi'\sin\theta,\quad q=\theta'.
\]
Since \(\partial_k\arg r=(pq'-qp')/(p^2+q^2)\),
\[
|r|^2R=\tfrac14\big[(p^2+q^2)\varphi'\cos\theta+qp'-pq'\big].
\]

On the sphere, \(\mathbf n'=q\hat\theta+p\hat\varphi\). The tangential components of \(\mathbf n''\) are \(q'-p\varphi'\cos\theta\) along \(\hat\theta\) and \(p'+q\varphi'\cos\theta\) along \(\hat\varphi\). The bracket is therefore \(\mathbf n\cdot(\mathbf n'\times\mathbf n'')\). Derivatives of \(1/E\) only add multiples of \(\mathbf d\) and \(\mathbf d'\), which drop out of the triple product, so
\[
|r|^2R=\frac{\mathbf d\cdot(\mathbf d'\times\mathbf d'')}{4E^3}.
\]

Here \(\mathbf d'=(-ats,-a\delta c,0)\) and \(\mathbf d''=\frac{a^2}{2}(-tc,\delta s,0)\). Their cross product has the \(z\) component \(\frac{a^3}{2}(-t\delta s^2-t\delta c^2)=-\frac{a^3t\delta}{2}\), which does not depend on \(k\). Thus
\[
|r|^2R=-\frac{a^3t\delta\Delta}{8E^3}.
\]

**Strength and shift separately**

From \(|r|^2=|\mathbf n'|^2/4=|\mathbf d\times\mathbf d'|^2/(4E^4)\) and \(\mathbf d\times\mathbf d'=(a\Delta\delta c,\,-a\Delta ts,\,-2at\delta)\),
\[
|r|^2=\frac{a^2}{4E^4}\big[4t^2\delta^2+\Delta^2(t^2s^2+\delta^2c^2)\big].
\]
Now \(E^2=\Delta^2+4t^2c^2+4\delta^2s^2\) implies \(t^2s^2+\delta^2c^2=t^2+\delta^2-(E^2-\Delta^2)/4\). With the band edges \(E_1^2=\Delta^2+4\delta^2\) and \(E_2^2=\Delta^2+4t^2\), the bracket becomes \((E_1^2E_2^2-\Delta^2E^2)/4\). Hence
\[
|r|^2=\frac{a^2(E_1^2E_2^2-\Delta^2E^2)}{16E^4},\qquad
R=-\frac{2a\,t\delta\Delta\,E}{E_1^2E_2^2-\Delta^2E^2}.
\]

The limit \(\delta\to t\), where the chain breaks into dimers, shows what \(R\) means. There \(E_1=E_2=E\) and \(E^2-\Delta^2=4t^2\), so \(R\to-a\Delta/(2E)\). In an isolated dimer the weight on B is \((1+\Delta/E)/2\) in the lower state and \((1-\Delta/E)/2\) in the upper one. The mean position therefore changes by \(\frac a2\left(-\frac\Delta E\right)\), the same result. For \(\Delta>0\) the electron moves from B towards its dimer partner A, which lies to the left for \(\delta>0\) and to the right for \(\delta<0\).

**Integral over \(k\)**

Since \(E^2=E_1^2+4(t^2-\delta^2)c^2\), we have \(E|E'|=2a(t^2-\delta^2)|sc|\). Also \(E_2^2-E^2=4(t^2-\delta^2)s^2\). With
\[
S=\sqrt{(E^2-E_1^2)(E_2^2-E^2)}=4(t^2-\delta^2)|sc|,
\]
this gives \(|E'|=aS/(2E)\). The two resonant points \(\pm k\) each contribute \(1/(2|E'|)\), so
\[
\int\frac{dk}{2\pi}\delta(2E-\hbar\omega)=\frac{1}{2\pi|E'|}=\frac{E}{\pi aS}.
\]
Therefore, for \(2E_1<\hbar\omega<2E_2\),
\[
\boxed{\;\sigma=\frac{e^3a^2\,t\delta\Delta}{4\hbar E^2\sqrt{(E^2-E_1^2)(E_2^2-E^2)}},\qquad E=\frac{\hbar\omega}{2}\;}
\]
and \(\sigma=0\) outside this window.

The inverse-square-root divergences come from the density of states at the band edges. Weak-field theory with sharp levels fails there, and broadening would have to be included. At \(|\delta|=t\) the bands are flat, so neither this density of states nor the dephasing argument applies.

**Your numbers**

With \(E=1.25\) eV, \(E_1=0.5\) eV and \(E_2=2.0224\) eV,
\[
R=-\frac{2(0.06)(1.25)}{0.25\times4.090-0.09\times1.5625}\,a=-0.170\,a=-0.068\ \text{nm}.
\]
The root is \(S=\sqrt{1.3125\times2.5275}=1.821\ \text{eV}^2\), which gives \(\sigma=2.05\times10^{-25}\ \mathrm{A\,m^2/V^2}\) and
\[
J=\tfrac12(2.05\times10^{-25})(10^7)^2\ \text{A}=1.03\times10^{-11}\ \text{A}\approx10\ \text{pA}.
\]
The rate picture agrees: \(3.77\times10^8\) excitations per second and cell, each moving charge \(-e\) by \(-0.170\,a\), give \(e\times0.170\times3.77\times10^8\ \mathrm{s^{-1}}\approx10\) pA.

The size of \(R\) grows steadily with photon energy, yet \(\sigma\) falls from \(6.8\times10^{-24}\) at 1.05 eV to \(1.1\times10^{-25}\ \mathrm{A\,m^2/V^2}\) at 3.5 eV, and is larger again at 4.0 eV, near the upper edge. A long shift alone does not make a large current.

The prefactor and sign were also tested by solving the time-dependent Schrödinger equation for a short pulse and integrating the velocity current. The transferred charge was \(7.010\times10^{-7}e\) per spin, against \(7.013\times10^{-7}e\) from \(\sigma\), a difference of about 0.05% of the predicted value (see the numerical output). Almost all of this difference is the error of the finite time step (\(0.04\,\hbar/\text{eV}\)). Converged in the step, the simulated charge is \(7.013\times10^{-7}e\), within about 0.005% of the prediction.

**Reversal with the polarization**

Put an ion of charge \(+e\) on each site, and let \(w=a\int\frac{dk}{2\pi}A_{vv}\) be the Wannier centre of the valence band. Here the phases must be chosen so that the full Bloch state is periodic in \(k\); \(w\) is then fixed modulo \(a\). Then
\[
\frac Pe=\frac12-\frac{2w}{a}\pmod 1 .
\]
Inversion about a site exchanges the bonds, \(\delta\to-\delta\). Inversion about a bond centre exchanges the sites, \(\Delta\to-\Delta\). Either one reverses \(P\) (modulo \(e\)) and \(J\), while \(E_0^2\) is unchanged. This matches the formula for \(\sigma\), which is odd in \(\delta\) and odd in \(\Delta\). Changing both signs is a translation by \(a/2\), which alters neither \(P\) modulo \(e\) nor \(J\).

| signs of \(\delta,\Delta\) | \(P/e\) | \(P/e\) from \(\delta=0\) | pulse charge per spin \((10^{-7}e)\) |
|---|---|---|---|
| \(+,+\) | −0.216 | +0.284 | +7.01 |
| \(+,-\) | +0.216 | −0.284 | −7.01 |
| \(-,+\) | +0.216 | −0.284 | −7.01 |
| \(-,-\) | −0.216 | +0.284 | +7.01 |

So the current does reverse with the polarization, but "along the polarization" has no unique meaning. There are two kinds of centrosymmetric reference. For \(\Delta=0\), \(w\) lies at a bond centre and \(P=0\) modulo \(e\). For \(\delta=0\), \(w\) lies on a site and \(P=e/2\) modulo \(e\). In your chain the current is antiparallel to the polarization measured from the first reference and parallel to that measured from the second. Nor does \(P\) fix the magnitude of the current: \(\sigma\) varies with photon energy, whereas \(P\) is a ground-state property.

## Computed values

```
t, delta, Delta = 1.00, 0.20, 0.30 eV
cell length a = 0.40 nm
photon energy = 2.50 eV; field E0 = 1.0e+07 V/m
E1 = 0.5000 eV, E2 = 2.0224 eV
absorption from 1.0000 to 4.0447 eV
resonant k*a = +-1.8927 rad
|r|^2 = 0.02258 a^2, |r| = 0.06010 nm
R closed form = -0.17009 a = -0.06804 nm
gauge 1: A_cc-A_vv = -0.06520 a, d(arg r)/dk = 0.10490 a, R = -0.17009 a
gauge 2: A_cc-A_vv = 3.24059 a, d(arg r)/dk = 3.41068 a, R = -0.17009 a
R with site B moved to 0 = 1.40627 a
density of states, formula = 0.21846 per eV, cell and spin
density of states, counted = 0.21840 per eV, cell and spin
excitation rate, both spins = 3.7663e+08 per s and cell
sigma = 2.0528e-25 A m^2/V^2
shift current J = 1.0264e-11 A = 10.264 pA
spectrum: photon energy (eV), R (a), sigma (A m^2/V^2)
  1.05  -0.0631  6.7794e-24
  1.50  -0.0926  9.8918e-25
  2.00  -0.1287  3.8375e-25
  2.50  -0.1701  2.0528e-25
  3.00  -0.2195  1.3535e-25
  3.50  -0.2812  1.1221e-25
  4.00  -0.3623  2.5140e-25
pulse: peak eA/hbar = 0.002 /a, tau = 7.899 fs
signs of delta, Delta; P (e); P from delta=0 (e); pulse charge per spin simulated, predicted (e)
  +1 +1  -0.21574  +0.28426  +7.0100e-07  +7.0132e-07
  +1 -1  +0.21574  -0.28426  -7.0100e-07  -7.0132e-07
  -1 +1  +0.21574  -0.28426  -7.0100e-07  -7.0132e-07
  -1 -1  -0.21574  +0.28426  +7.0100e-07  +7.0132e-07
|P| at delta=0: 0.5000 e; |P| at Delta=0: 0.0000 e (modulo e)
```
